# Free Dirac spinors, their norms and spin sums from Lorentz boosts: a numerical check

```python
"""
Free Dirac spinors obtained by boosting rest spinors (hbar = c = 1).
Result under test, with E = sqrt(m^2 + p^2) and pslash = E g0 - p.gamma:
  ubar u = 2m, vbar v = -2m, u^dagger u = v^dagger v = 2E,
  sum_s u ubar = pslash + m, sum_s v vbar = pslash - m.
Metric (+,-,-,-), Dirac representation. Columns of U and V are the
spinors u(p,s) and v(p,s) for s = +, -; S is the spinor boost matrix,
L the Lorentz boost matrix taking (m,0) to (E,p).
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants

I2, I4 = np.eye(2), np.eye(4)
sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
g0 = np.kron(sigma[2], I2)
alpha = [np.kron(sigma[0], s) for s in sigma]
gamma = [g0] + [g0 @ a for a in alpha]
Sigma_z = np.kron(I2, sigma[2])


def dot(vector, matrices):
    return sum(x * M for x, M in zip(vector, matrices))


def rest_spinors(m):
    U0 = np.sqrt(2 * m) * np.array([[1, 0], [0, 1], [0, 0], [0, 0]], complex)
    V0 = np.sqrt(2 * m) * np.array([[0, 0], [0, 0], [0, -1], [1, 0]], complex)
    return U0, V0


def boost(p, m):
    """Spinor and vector boosts from exponentials of their generators."""
    size = np.linalg.norm(p)
    n, eta = p / size, np.arcsinh(size / m)
    K = np.zeros((4, 4))
    K[0, 1:] = n
    K[1:, 0] = n
    return expm(0.5 * eta * dot(n, alpha)), expm(eta * K), eta


def dirac_residual(field, x, m, h=0.01):
    """(i gamma^mu d_mu - m) field at x, by a five-point stencil."""
    total = -m * field(x)
    for mu in range(4):
        d = np.zeros(4)
        d[mu] = h
        slope = (8 * (field(x + d) - field(x - d))
                 - field(x + 2 * d) + field(x - 2 * d)) / (12 * h)
        total = total + 1j * gamma[mu] @ slope
    return total


def close(a, b, tol=1e-11):
    return np.allclose(a, b, rtol=0, atol=tol)


def run_tests(p, m):
    E = np.sqrt(m * m + p @ p)
    four_p = np.r_[E, p]
    S, L, eta = boost(p, m)
    S_inv, L_inv = np.linalg.inv(S), np.linalg.inv(L)
    U0, V0 = rest_spinors(m)
    U, V = S @ U0, S @ V0
    Ud, Vd = U.conj().T, V.conj().T
    pslash = E * g0 - dot(p, gamma[1:])

    # boost matrices: covariance, closed form, action on g0
    assert close(L @ np.array([m, 0, 0, 0]), four_p)
    for mu in range(4):
        assert close(S_inv @ gamma[mu] @ S, dot(L[mu], gamma))
    assert close(S, ((E + m) * I4 + dot(p, alpha)) / np.sqrt(2*m*(E + m)))
    assert close(S @ g0 @ S_inv, pslash / m)
    assert close(g0 @ S.conj().T @ g0, S_inv)

    # explicit two-component form of the boosted spinors
    sp, root = dot(p, sigma), np.sqrt(E + m)
    phi, chi = np.eye(2), np.array([[0, -1], [1, 0]])
    assert close(U, np.vstack([root * phi, sp @ phi / root]))
    assert close(V, np.vstack([sp @ chi / root, root * chi]))

    # boosted rest fields solve the Dirac equation and are plane waves
    x = np.array([0.3, -0.2, 0.5, 0.1])
    phase = E * x[0] - p @ x[1:]
    for W0, W, sign in ((U0, U, -1), (V0, V, 1)):
        for s in range(2):
            def field(y):
                rest_time = (L_inv @ y)[0]
                return S @ W0[:, s] * np.exp(sign * 1j * m * rest_time)
            # stencil error is of order h^4 times momentum^5
            assert close(dirac_residual(field, x, m), 0, 1e-5)
            assert close(field(x), W[:, s] * np.exp(sign * 1j * phase))

    # norms, orthogonality and current
    assert close(Ud @ g0 @ U, 2 * m * I2)
    assert close(Vd @ g0 @ V, -2 * m * I2)
    assert close(Ud @ g0 @ V, 0)
    assert close(Ud @ U, 2 * E * I2) and close(Vd @ V, 2 * E * I2)
    for mu in range(4):
        assert close(Ud @ g0 @ gamma[mu] @ U, 2 * four_p[mu] * I2)
        assert close(Vd @ g0 @ gamma[mu] @ V, 2 * four_p[mu] * I2)
    V_minus = boost(-p, m)[0] @ V0
    assert close(Ud @ V_minus, 0)
    assert close(Ud @ V, 2 * phi.T @ sp @ chi)
    assert close(U @ Ud + V_minus @ V_minus.conj().T, 2 * E * I4)

    # spin sums against pslash +- m and against energy projectors
    sum_u, sum_v = U @ Ud @ g0, V @ Vd @ g0
    assert close(sum_u, pslash + m * I4)
    assert close(sum_v, pslash - m * I4)
    w, X = np.linalg.eigh(dot(p, alpha) + m * g0)
    assert close(w, [-E, -E, E, E])
    assert close(sum_u, 2 * E * X[:, 2:] @ X[:, 2:].conj().T @ g0)
    w, X = np.linalg.eigh(-dot(p, alpha) + m * g0)
    assert close(sum_v, 2 * E * X[:, :2] @ X[:, :2].conj().T @ g0)

    # charge conjugation and the meaning of the spin label
    assert close(V, 1j * gamma[2] @ U.conj())
    spin_z = (Ud @ Sigma_z @ U)[0, 0].real / (Ud @ U)[0, 0].real
    assert close(spin_z, m / E + p[2]**2 / (E * (E + m)))
    return dict(E=E, eta=eta, U=U, V=V, S=S, sum_u=sum_u, sum_v=sum_v,
                spin_z=spin_z)


def text(z):
    re, im = round(z.real, 4) + 0.0, round(z.imag, 4) + 0.0
    return f"{re:+.4f}{im:+.4f}i"


def row(values):
    return "  ".join(text(z) for z in values)


run_tests(np.array([-1.3, 0.4, 2.1]), 0.7)
run_tests(np.array([0.0, 0.0, -0.2]), 2.0)
m, p = 1.0, np.array([0.25, 0.5, 0.5])
r = run_tests(p, m)
E, U, V = r["E"], r["U"], r["V"]
Ubar, Vbar = U.conj().T @ g0, V.conj().T @ g0
keV = 1000 * physical_constants[
    "electron mass energy equivalent in MeV"][0]

print("Electron; energies and momenta in units of m (hbar = c = 1)")
print("momentum p [m]:", p)
print(f"|p| [m]: {np.linalg.norm(p):.4f}")
print(f"energy E [m]: {E:.4f}")
print(f"speed |p|/E [c]: {np.linalg.norm(p) / E:.4f}")
print(f"rapidity eta [1]: {r['eta']:.6f}")
print(f"cosh(eta/2) [1]: {np.cosh(r['eta'] / 2):.6f}")
print(f"sinh(eta/2) [1]: {np.sinh(r['eta'] / 2):.6f}")
print("spinor components [sqrt(m)]:")
for name, spinor in (("u(p,+)", U[:, 0]), ("u(p,-)", U[:, 1]),
                     ("v(p,+)", V[:, 0]), ("v(p,-)", V[:, 1])):
    print(name, row(spinor))
for s, label in enumerate("+-"):
    print(f"ubar u, s={label} [m]:", text((Ubar @ U)[s, s]))
    print(f"vbar v, s={label} [m]:", text((Vbar @ V)[s, s]))
    print(f"u^dagger u, s={label} [m]:", text((U.conj().T @ U)[s, s]))
    print(f"v^dagger v, s={label} [m]:", text((V.conj().T @ V)[s, s]))
print("ubar(p,+) v(p,+) [m]:", text((Ubar @ V)[0, 0]))
print("u^dagger(p,+) v(p,+) [m]:", text((U.conj().T @ V)[0, 0]))
V_back = boost(-p, m)[0] @ rest_spinors(m)[1]
print("u^dagger(p,+) v(-p,+) [m]:", text((U.conj().T @ V_back)[0, 0]))
print("sum over s of u ubar [m], rows:")
for line in r["sum_u"]:
    print(row(line))
print("sum over s of v vbar [m], rows:")
for line in r["sum_v"]:
    print(row(line))
print(f"mean Sigma_z in u(p,+) [1]: {r['spin_z']:.4f}")
print(f"ubar u converted [keV]: {(Ubar @ U)[0, 0].real * keV:.3f}")
print(f"u^dagger u converted [keV]: "
      f"{(U.conj().T @ U)[0, 0].real * keV:.3f}")
print("no test failed")
```

Running it gives:

```
Electron; energies and momenta in units of m (hbar = c = 1)
momentum p [m]: [0.25 0.5  0.5 ]
|p| [m]: 0.7500
energy E [m]: 1.2500
speed |p|/E [c]: 0.6000
rapidity eta [1]: 0.693147
cosh(eta/2) [1]: 1.060660
sinh(eta/2) [1]: 0.353553
spinor components [sqrt(m)]:
u(p,+) +1.5000+0.0000i  +0.0000+0.0000i  +0.3333+0.0000i  +0.1667+0.3333i
u(p,-) +0.0000+0.0000i  +1.5000+0.0000i  +0.1667-0.3333i  -0.3333+0.0000i
v(p,+) +0.1667-0.3333i  -0.3333+0.0000i  +0.0000+0.0000i  +1.5000+0.0000i
v(p,-) -0.3333+0.0000i  -0.1667-0.3333i  -1.5000+0.0000i  +0.0000+0.0000i
ubar u, s=+ [m]: +2.0000+0.0000i
vbar v, s=+ [m]: -2.0000+0.0000i
u^dagger u, s=+ [m]: +2.5000+0.0000i
v^dagger v, s=+ [m]: +2.5000+0.0000i
ubar u, s=- [m]: +2.0000+0.0000i
vbar v, s=- [m]: -2.0000+0.0000i
u^dagger u, s=- [m]: +2.5000+0.0000i
v^dagger v, s=- [m]: +2.5000+0.0000i
ubar(p,+) v(p,+) [m]: +0.0000+0.0000i
u^dagger(p,+) v(p,+) [m]: +0.5000-1.0000i
u^dagger(p,+) v(-p,+) [m]: +0.0000+0.0000i
sum over s of u ubar [m], rows:
+2.2500+0.0000i  +0.0000+0.0000i  -0.5000+0.0000i  -0.2500+0.5000i
+0.0000+0.0000i  +2.2500+0.0000i  -0.2500-0.5000i  +0.5000+0.0000i
+0.5000+0.0000i  +0.2500-0.5000i  -0.2500+0.0000i  +0.0000+0.0000i
+0.2500+0.5000i  -0.5000+0.0000i  +0.0000+0.0000i  -0.2500+0.0000i
sum over s of v vbar [m], rows:
+0.2500+0.0000i  +0.0000+0.0000i  -0.5000+0.0000i  -0.2500+0.5000i
+0.0000+0.0000i  +0.2500+0.0000i  -0.2500-0.5000i  +0.5000+0.0000i
+0.5000+0.0000i  +0.2500-0.5000i  -2.2500+0.0000i  +0.0000+0.0000i
+0.2500+0.5000i  -0.5000+0.0000i  +0.0000+0.0000i  -2.2500+0.0000i
mean Sigma_z in u(p,+) [1]: 0.8889
ubar u converted [keV]: 1021.998
u^dagger u converted [keV]: 1277.497
no test failed
```
